# Why a Parabolic Thickness Constant Is Not Twice the Diffusivity

**Q:** I have a layer whose thickness follows \(X^2=Kt\). A diffusing solute spreads with mean square displacement \(2Dt\). Both are squared diffusion lengths, so I set \(K=2D\) and read the diffusivity from the thickness. If two layers have different \(K\), they must have different \(D\).

**A:** Let us first see what the \(2Dt\) describes. Put a small pulse of solute, with density \(n(x,t)\), at the origin of an unbounded medium with constant \(D\). Using \(\partial n/\partial t=D\,\partial^2 n/\partial x^2\) and integrating by parts twice,

\[
\frac{d}{dt}\int x^2 n\,dx = D\int x^2\frac{\partial^2 n}{\partial x^2}\,dx=-2D\int x\frac{\partial n}{\partial x}\,dx = 2D\int n\,dx .
\]

The boundary terms vanish because \(n\) falls off rapidly. Dividing by the constant amount \(\int n\,dx\) gives \(\langle x^2\rangle=2Dt\). Its square root measures how far a fixed amount of solute has spread. Nothing in the calculation is converted into a new phase, and there is no front.

**Q:** But the front moves because solute diffuses to it. Why should it not keep pace with the spreading?

**A:** Because the front has to be paid for. Take a planar layer growing into a substrate. Solute enters at the surface \(x=0\) and moves interstitially through a host lattice that stays fixed; I neglect any volume change. Let \(c\) be the number of solute atoms per host atom, with these values:

- \(c_s\) at the surface, held constant;
- \(c_i\) on the layer side of the front, at \(x=X(t)\);
- \(c_0\) on the substrate side, with \(c_s>c_i>c_0\).

Both interfaces are at local equilibrium. The substrate is uniformly saturated at \(c_0\), so no solute flows in it. The layer has a constant chemical diffusivity \(D\).

If there are \(N\) host atoms per volume, an advance \(dX\) converts \(N\,dX\) host atoms per area. Each needs \(c_i-c_0\) additional solute atoms. In the same time \(dt\), diffusion delivers \(-ND(\partial c/\partial x)_X\,dt\) per area. Equating the two and cancelling \(N\),

\[
(c_i-c_0)\frac{dX}{dt}=-D\left.\frac{\partial c}{\partial x}\right|_{X}. \tag{1}
\]

The gradient is negative, so the right side is positive and the layer thickens. The composition jump \(c_i-c_0\) is the price of conversion, and it does not appear in \(\langle x^2\rangle=2Dt\).

**Q:** How much does that change \(K\)?

**A:** Start with a linear profile, whose gradient is \(-(c_s-c_i)/X\). Equation (1) becomes

\[
X\frac{dX}{dt}=DS,\qquad S=\frac{c_s-c_i}{c_i-c_0}.
\]

Since \(X\,dX/dt=\tfrac12\,d(X^2)/dt\), integration from \(X(0)=0\) gives \(X^2=2DSt\), so \(K\approx2DS\). Your formula lacks the factor \(S\), the composition range across the layer divided by the jump at its front.

**Q:** That rests on an assumed profile. Perhaps the true profile restores \(2D\).

**A:** Then solve the diffusion equation. Try \(c=f(\eta)\) with \(\eta=x/\sqrt{4Dt}\). The derivatives are

\[
\frac{\partial c}{\partial t}=-\frac{\eta}{2t}f',\qquad
\frac{\partial^2c}{\partial x^2}=\frac{f''}{4Dt}.
\]

Inserting them in \(\partial c/\partial t=D\,\partial^2c/\partial x^2\) and multiplying by \(4t\) gives \(f''=-2\eta f'\). Hence \(f'\) is proportional to \(e^{-\eta^2}\), and \(f\) is a constant plus a multiple of \(\operatorname{erf}\eta\).

The front always has \(c=c_i\). As \(f\) is monotonic, the front must sit at one fixed value \(\eta=\lambda\), so

\[
X=2\lambda\sqrt{Dt},\qquad K=4\lambda^2D .
\]

The conditions \(f(0)=c_s\) and \(f(\lambda)=c_i\) fix the profile:

\[
c=c_s-(c_s-c_i)\frac{\operatorname{erf}(x/\sqrt{4Dt})}{\operatorname{erf}\lambda}. \tag{2}
\]

Now use \(d(\operatorname{erf}\eta)/d\eta=(2/\sqrt\pi)e^{-\eta^2}\) and \(\partial\eta/\partial x=1/(2\sqrt{Dt})\). The two factors of 2 cancel, and at the front

\[
-D\left.\frac{\partial c}{\partial x}\right|_X
=\frac{(c_s-c_i)\,e^{-\lambda^2}}{\sqrt\pi\,\operatorname{erf}\lambda}\sqrt{\frac Dt}.
\]

The front speed is \(dX/dt=\lambda\sqrt{D/t}\). Equation (1) therefore has \(\sqrt{D/t}\) on both sides. Cancelling it and dividing by \(c_i-c_0\) leaves

\[
\sqrt\pi\,\lambda\,e^{\lambda^2}\operatorname{erf}\lambda=S. \tag{3}
\]

For \(\lambda>0\) the three varying factors on the left are positive and increasing. Their product rises from zero without bound, so each \(S>0\) has one root. The diffusivity has dropped out of (3): compositions determine \(\lambda\), and then \(K=4\lambda^2D\). Two layers with the same \(D\) but different \(S\) must have different \(K\).

**Q:** Show me two such layers, with numbers.

**A:** Take two model systems with \(D=1.00\times10^{-12}\ \mathrm{cm^2/s}\), \(c_s=0.60\) and \(c_i=0.50\). They differ in the composition of the saturated substrate.

Layer A has \(c_0=0.10\). Its jump is \(0.50-0.10=0.40\), and \(S=0.10/0.40=0.25\). Equation (3) gives \(\lambda=0.3401\), so

\[
K_A=4(0.3401)^2D=4.63\times10^{-13}\ \mathrm{cm^2/s}.
\]

Layer B has \(c_0=0.45\). Its jump is \(0.50-0.45=0.05\), and \(S=0.10/0.05=2\). Now \(\lambda=0.8006\), and

\[
K_B=4(0.8006)^2D=2.56\times10^{-12}\ \mathrm{cm^2/s}.
\]

Your rule predicts \(2.00\times10^{-12}\ \mathrm{cm^2/s}\) for both. Layer A lies below it, with \(K_A/2D=0.231\), and layer B above it, with \(K_B/2D=1.282\).

After 100 h, or \(3.60\times10^5\) s, the thicknesses are

\[
X_A=\sqrt{K_At}=4.08\ \mathrm{\mu m},\qquad
X_B=\sqrt{K_Bt}=9.61\ \mathrm{\mu m}.
\]

The spreading length \(\sqrt{2Dt}\) is 8.49 µm in both cases.

**Q:** Could the front condition (1) itself be at fault? Everything follows from it.

**A:** Its form can be checked by a calculation that never equates a front speed to a front gradient. Divide space into cells, conserve solute in each, and let a cell remain at the front's diffusion potential until its content has risen from \(c_0\) to \(c_i\). The front then moves as a consequence of the bookkeeping. The jump and the fixed front composition are still built into the cell rule, so this tests (1) and its solution as a statement of conservation. It does not test the assumptions of local equilibrium and a fixed lattice. This gives \(K/2D=0.231\) for A and 1.282 for B. Reaching the full thickness takes 4.001 and 4.002 times as long as reaching half of it, against 4 for a parabolic law. The grid locates the front to one cell in 120, so agreement to within about 2% in \(K\) is what this test can claim. The values are in the numerical output below.

**Q:** The jumps differ by a factor of 8, yet \(K_B/K_A\) is only 5.54. Why not 8?

**A:** The linear estimate \(2DS\) does give 8. It overestimates both constants, and B's more strongly: \(K/(2DS)\) is \(0.2313/0.25=0.925\) for A and \(1.2819/2=0.641\) for B. Thus \(8\times0.641/0.925=5.54\).

The reason is storage. As the layer grows, the concentration at a fixed position inside it rises, so some of the solute entering at the surface stays behind. With \(J=-D\,\partial c/\partial x\), conservation reads \(\partial J/\partial x=-\partial c/\partial t<0\), and the flux falls towards the front. Its average over the layer is

\[
\frac1X\int_0^X J\,dx=\frac{D(c_s-c_i)}{X},
\]

which is the linear-profile flux. The front receives the smallest flux in the layer, hence less than this average. In this model \(K<2DS\) for every \(S>0\).

From (2), \(J\) is proportional to \(e^{-x^2/4Dt}\) at a given time, so the front flux is \(e^{-\lambda^2}\) times the surface flux. Both vary as \(t^{-1/2}\), so their time integrals have the same ratio. The fraction of all absorbed solute spent on conversion is therefore \(e^{-\lambda^2}\): 0.891 in layer A and 0.527 in layer B. Almost half of B's uptake enriches material that has already been converted.

**Q:** When may I use the linear estimate, then?

**A:** When \(S\) is small. Expand the factors in (3):

\[
e^{\lambda^2}=1+\lambda^2+\dots,\qquad
\operatorname{erf}\lambda=\frac{2}{\sqrt\pi}\,\lambda\left(1-\frac{\lambda^2}{3}+\dots\right).
\]

Their product gives

\[
S=2\lambda^2\left(1+\frac{2\lambda^2}{3}+\dots\right).
\]

Write \(y=2\lambda^2=K/2D\). Then \(S=y+y^2/3+\dots\), and inversion gives \(y=S-S^2/3+\dots\), or

\[
K=2DS\left(1-\frac S3+\dots\right).
\]

At \(S=0.05\) the bracket is 0.9833 to this order; a numerical solution of the moving-boundary problem gives 0.9837.

In the opposite limit, \(\operatorname{erf}\lambda\to1\), and the logarithm of (3) is

\[
\ln S=\lambda^2+\ln\lambda+\tfrac12\ln\pi .
\]

The first term dominates at large \(\lambda\), so \(K\sim4D\ln S\). The approach is slow: at \(S=100\) the root is \(\lambda=1.851\), so \(K=13.7D\) against \(4D\ln S=18.4D\). The form gives the trend and should not be used as an estimate. With a fixed range \(c_s-c_i\), shrinking the jump towards zero raises \(K\) without limit, but only logarithmically.

**Q:** So my rule at least holds when the range equals the jump, at \(S=1\)?

**A:** The linear estimate says so, but \(S=1\) is not small. The full solution gives \(K/2D=0.769\) there. Your rule requires \(4\lambda^2=2\), hence \(\lambda^2=1/2\), and (3) then demands

\[
S=\sqrt{\frac{\pi}{2}}\;e^{1/2}\operatorname{erf}\!\left(\frac1{\sqrt2}\right)=1.411 .
\]

For the range 0.10 used above, that is a jump of 0.071. At this one value of \(S\), \(K\) and \(2D\) coincide.

**Q:** Then a small jump means a fast layer, and a large jump a slow one.

**A:** At fixed range and fixed \(D\), yes. If the range changes too, the jump alone does not decide. Keep layer B's jump, with \(c_i=0.50\) and \(c_0=0.45\), but lower the surface value to \(c_s=0.5125\). Then \(S=0.0125/0.05=0.25\), as in layer A, and the numerical solution gives \(K/2D=0.2313\), the value for A. The price per converted host atom is eight times lower than in A, but so is the composition difference that drives the supply.

**Q:** How should I obtain \(D\) from a measured \(K\)?

**A:** Find the three boundary compositions, form \(S\), solve (3) for \(\lambda\), and use

\[
D=\frac{K}{4\lambda^2}.
\]

For small \(S\) this reduces to \(D\approx K/(2S)\). Check also how the rate constant is defined. If the law is written \(X^2=2kt\), then \(k=K/2\), and your rule takes the form \(k=D\). It would assign \(2.31\times10^{-13}\ \mathrm{cm^2/s}\) to layer A and \(1.28\times10^{-12}\ \mathrm{cm^2/s}\) to layer B, although both have \(D=1.00\times10^{-12}\ \mathrm{cm^2/s}\).

**Q:** What if the substrate is not saturated?

**A:** Then (3) no longer applies. If the substrate is undersaturated, solute leaks from the front into it. Let \(c_0\) now denote the substrate-side value at the front, and \(J_{\rm sub}>0\) the flux into the substrate. The balance becomes

\[
(c_i-c_0)\frac{dX}{dt}=-D\left.\frac{\partial c}{\partial x}\right|_{X,\ \rm layer}-J_{\rm sub}.
\]

For a deep, initially uniform substrate with constant diffusivity, all terms still scale as \(t^{-1/2}\), so growth remains parabolic. The layer flux must now exceed the conversion demand. As \(\lambda\) increases, the demand rises and the layer flux falls, so the balance is met at a smaller \(\lambda\). The same \(D\) and the same interface compositions then give a smaller \(K\). A supersaturated substrate reverses the sign of \(J_{\rm sub}\) and gives a larger \(K\).

Equation (3) also fails if \(D\) or the layer's volume per host atom varies with composition, or if a slow interface reaction keeps \(c_s\) or \(c_i\) from staying constant. With a composition-dependent \(D\) and fixed boundary compositions the growth stays parabolic. At small \(S\) the flux is nearly \(N\int_{c_i}^{c_s}D\,dc/X\), so \(K/(2S)\) returns the average of \(D\) over the range; at larger \(S\) the value \(K/4\lambda^2\) departs from that average. With a slow interface reaction the growth need not be parabolic. A straight line of \(X^2\) against \(t\) is only weak support for a parabolic law: with a slow surface reaction the plot can look nearly straight over a limited time span while its slope lies below \(4\lambda^2D\). Even for true parabolic growth, the slope does not give \(D\) until the compositions are known.

## Values computed for the example and the checks

```
D in both layers = 1.00e-12 cm^2/s
2D = 2.00e-12 cm^2/s
time = 100 h = 3.60e+05 s
pulse: mean square displacement/(D t) = 2.0000
sqrt(2 D t) = 8.49 um
Layer A: c_s, c_i, c_0 = 0.60, 0.50, 0.10
  A jump c_i - c_0 = 0.40
  A supply ratio S = 0.2500
  A lam = 0.34008
  A K = 4.6262e-13 cm^2/s
  A K/(2D), formula = 0.2313
  A K/(2D), stretched grid = 0.2313
  A K/(2D), fixed grid = 0.231
  A time(full)/time(half thickness) = 4.001
  A linear-profile estimate 2DS = 5.0000e-13 cm^2/s
  A thickness after 100 h = 4.081 um
  A false diffusivity K/2 = 2.3131e-13 cm^2/s
  A uptake share spent on conversion = 0.8908
Layer B: c_s, c_i, c_0 = 0.60, 0.50, 0.45
  B jump c_i - c_0 = 0.05
  B supply ratio S = 2.0000
  B lam = 0.80060
  B K = 2.5639e-12 cm^2/s
  B K/(2D), formula = 1.2819
  B K/(2D), stretched grid = 1.2819
  B K/(2D), fixed grid = 1.282
  B time(full)/time(half thickness) = 4.002
  B linear-profile estimate 2DS = 4.0000e-12 cm^2/s
  B thickness after 100 h = 9.607 um
  B false diffusivity K/2 = 1.2819e-12 cm^2/s
  B uptake share spent on conversion = 0.5268
K_B/K_A = 5.542
X_B/X_A = 2.354
jump_A/jump_B = 8.000
S = 0.05: K/(2DS), stretched grid = 0.9837
S = 0.05: 1 - S/3 = 0.9833
S giving K = 2D: 1.4107
jump giving K = 2D at c_s - c_i = 0.10: 0.0709
K/(2D) at S = 1: 0.7690
Control: c_s, c_i, c_0 = 0.5125, 0.50, 0.45
Control: S = 0.2500
Control: K/(2D), stretched grid = 0.2313
```
